# The l = 0 shape function of a cube: a numerical check

```python
"""
Result under test: the l = 0 shape function of a cube of side a = 2h is
sigma_00(r) = sqrt(4 pi) f(r), f = fraction of the sphere of radius r that
lies inside the cube. With t = h/r:
  r <= h                 f = 1
  h <= r <= sqrt(2) h    f = 3t - 2
  up to sqrt(3) h        f = 3t - 2 + (12/pi) [arctan sqrt(1-2t^2)
                                    - t arccos(t/sqrt(1-t^2))]
The slope jumps only at the face distance h; at the edge distance the
curvature diverges from above; at the corner distance the curvature jumps.
The radial integral of 4 pi r^2 f is the cube volume.
Lengths are in angstrom, energies in eV.
"""
import numpy as np
from scipy import constants as const

PI = np.pi
side = 3.0
h = side / 2
r_face, r_edge, r_corner = h, np.sqrt(2) * h, np.sqrt(3) * h


def fraction_formula(r):
    """Closed form of the fraction of the sphere inside the cube."""
    if r <= r_face:
        return 1.0
    if r >= r_corner:
        return 0.0
    t = h / r
    value = 3 * t - 2
    if r > r_edge:
        value += 12 / PI * (np.arctan(np.sqrt(1 - 2 * t * t))
                            - t * np.arccos(t / np.sqrt(1 - t * t)))
    return value


NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)


def fraction_slices(r):
    """Same fraction from horizontal slices of the sphere, z = r u.

    Each slice is a circle of radius s; the part of it inside the square
    |x|,|y| < h is 1 - (4/pi) arccos(h/s) for h < s < sqrt(2) h.
    The substitution u = u1 - q^2 (s = h at u1) makes the integrand smooth.
    """
    if r <= h:
        return 1.0
    t = h / r
    u1 = np.sqrt(1 - t * t)
    u_low = np.sqrt(max(0.0, 1 - 2 * t * t))
    u_high = min(t, u1)
    if u_high <= u_low:
        return 0.0
    q_low, q_high = np.sqrt(u1 - u_high), np.sqrt(u1 - u_low)
    q = 0.5 * (q_high + q_low) + 0.5 * (q_high - q_low) * NODES
    angle = np.arctan(q * np.sqrt(2 * u1 - q * q) / t)
    part = np.sum(WEIGHTS * 2 * q * (1 - 4 / PI * angle))
    return max(0.0, t - u1) + 0.5 * (q_high - q_low) * part


def integrate(func, low, high, n=60):
    x, w = np.polynomial.legendre.leggauss(n)
    points = 0.5 * (high + low) + 0.5 * (high - low) * x
    return 0.5 * (high - low) * sum(wi * func(p) for wi, p in zip(w, points))


# --- closed form against direct counting of directions and against slices
n_dir = 200000
index = np.arange(n_dir)
cos_theta = 1 - (2 * index + 1) / n_dir
phi = index * PI * (3 - np.sqrt(5))
sin_theta = np.sqrt(1 - cos_theta**2)
largest = np.maximum(np.abs(cos_theta), np.maximum(
    np.abs(sin_theta * np.cos(phi)), np.abs(sin_theta * np.sin(phi))))

print(f"cube side = {side:.2f} A, half side h = {h:.2f} A")
print(f"face distance   = {r_face:.4f} A")
print(f"edge distance   = {r_edge:.4f} A")
print(f"corner distance = {r_corner:.4f} A")
print("r (A), f formula, f slices, f counted, sigma_00:")
for r in (1.2, r_face, 1.65, 1.8, 2.0, r_edge, 2.2, 2.3, 2.4, 2.5, r_corner):
    formula, slices = fraction_formula(r), fraction_slices(r)
    # strict comparison misplaces only directions lying on the boundary
    counted = np.mean(largest * r < h)
    assert abs(formula - slices) < 1e-10
    assert abs(formula - counted) < 1e-3   # error of a finite point set
    print(f" {r:.4f} {formula:.5f} {slices:.5f} {counted:.5f}"
          f" {np.sqrt(4 * PI) * formula:.5f}")


# --- slopes on both sides of each special distance, from the slices
def one_sided_slope(r, step):
    f0, f1, f2 = (fraction_slices(r + k * step) for k in range(3))
    return (-3 * f0 + 4 * f1 - f2) / (2 * step)


d = 1e-4 * h
face_in, face_out = one_sided_slope(r_face, -d), one_sided_slope(r_face, d)
edge_in = one_sided_slope(r_edge, -d)
edge_out_coarse = one_sided_slope(r_edge, 100 * d)
edge_out = one_sided_slope(r_edge, 1e-3 * d)
corner_in = one_sided_slope(r_corner, -d)
assert abs(face_in) < 1e-9 and abs(face_out + 3 / h) < 1e-5
assert abs(edge_in + 1.5 / h) < 1e-5
# above the edge the slope approaches its limit only as a square root
assert abs(edge_out + 1.5 / h) < 2e-3
assert abs(edge_out + 1.5 / h) < 0.05 * abs(edge_out_coarse + 1.5 / h)
assert abs(corner_in) < 1e-5
print(f"slope below/above face: {face_in:.4f} / {face_out:.4f} 1/A")
print(f"slope below/above edge: {edge_in:.4f} / {edge_out:.4f} 1/A")
print(f"slope below corner: {abs(corner_in):.4f} 1/A")

for r in (2.2, 2.35, 2.5):
    numeric = (fraction_slices(r + d) - fraction_slices(r - d)) / (2 * d)
    arc = np.arccos(h / np.sqrt(r * r - h * h))
    assert abs(numeric + h / r**2 * (3 - 12 / PI * arc)) < 1e-5


# --- curvature near the edge and the corner
def curvature(r, step):
    return (fraction_slices(r + step) - 2 * fraction_slices(r)
            + fraction_slices(r - step)) / step**2


curv_below_edge = curvature(r_edge - 0.002, 0.001)
assert abs(curv_below_edge - 3 / (np.sqrt(2) * h * h)) < 0.01
print(f"curvature just below edge = {curv_below_edge:.3f} 1/A^2")
print("eps = r/r_edge - 1, curvature (1/A^2), divergent part by formula:")
for eps in (1e-2, 1e-3, 1e-4):
    value = curvature(r_edge * (1 + eps), 0.1 * eps * r_edge)
    leading = 3 * np.sqrt(2) / (PI * h * h * np.sqrt(eps))
    if eps < 5e-3:
        regular = 3 / (np.sqrt(2) * h * h)
        assert abs((value - regular) / leading - 1) < 0.02
    print(f" {eps:.0e} {value:.3f} {leading:.3f}")


def edge_excess(eps):
    r = r_edge * (1 + eps)
    return fraction_slices(r) - (3 * h / r - 2)


power = np.log10(edge_excess(1e-3) / edge_excess(1e-4))
edge_coefficient = edge_excess(1e-4) / 1e-4**1.5
assert abs(power - 1.5) < 0.01
assert abs(edge_coefficient / (8 * np.sqrt(2) / PI) - 1) < 0.01
print(f"edge excess: power = {power:.3f}, factor = {edge_coefficient:.3f}")

gap = 1e-3 * h
corner_curvature = 2 * fraction_slices(r_corner - gap) / gap**2
corner_limit = 2 * np.sqrt(3) / (PI * h * h)
assert abs(corner_curvature / corner_limit - 1) < 0.01
print(f"curvature below corner: numeric {corner_curvature:.3f},"
      f" limit {corner_limit:.3f} 1/A^2")

# --- volume, shell by shell, from slices and from closed forms
limits = (0.0, r_face, r_edge, r_corner)
shell_formula = h**3 * np.array([
    4 * PI / 3, 4 * PI * (13 / 6 - 4 * np.sqrt(2) / 3),
    8 - 10 * PI + 16 * np.sqrt(2) * PI / 3])
shell_numeric = np.array([
    integrate(lambda r: 4 * PI * r * r * fraction_slices(r), lo, hi)
    for lo, hi in zip(limits[:-1], limits[1:])])
assert np.max(np.abs(shell_formula - shell_numeric)) < 1e-6
volume = sum(integrate(lambda r: 4 * PI * r * r * fraction_formula(r), lo, hi)
             for lo, hi in zip(limits[:-1], limits[1:]))
assert abs(volume - side**3) < 1e-6
arc_integral = integrate(
    lambda r: r * np.arccos(h / np.sqrt(r * r - h * h)), r_edge, r_corner)
# the square-root start of the integrand limits this quadrature
assert abs(arc_integral - h * h * (PI / 4 - 0.5)) < 1e-5
for name, v in zip(("centre to face", "face to edge", "edge to corner"),
                   shell_numeric):
    print(f"volume {name}: {v:.4f} A^3, share {100 * v / side**3:.2f} %")
bohr = const.physical_constants["Bohr radius"][0] * 1e10
print(f"recovered volume = {volume:.6f} A^3 = {volume / bohr**3:.3f} bohr^3")
print(f"side cubed       = {side**3:.6f} A^3")


# --- quadrature with and without panel boundaries at the special distances
def radial_volume(r):
    return 4 * PI * r * r * fraction_formula(r)


orders = range(6, 13)
split_error = max(abs(sum(integrate(radial_volume, lo, hi, n) for lo, hi
                          in zip(limits[:-1], limits[1:])) - side**3)
                  for n in orders)
single_error = max(abs(integrate(radial_volume, 0, r_corner, 3 * n) - side**3)
                   for n in orders)
assert split_error < 0.1 * single_error
print(f"Gauss points in total: {3 * orders[0]} to {3 * orders[-1]}")
print(f"worst volume error, one panel:    {single_error:.1e} A^3")
print(f"worst volume error, three panels: {split_error:.1e} A^3")

# --- cell average of the electron's energy in the field of a unit charge
coulomb = const.e / (4 * PI * const.epsilon_0) * 1e10    # eV angstrom
radial_average = -coulomb / side**3 * sum(
    integrate(lambda r: 4 * PI * r * fraction_formula(r), lo, hi)
    for lo, hi in zip(limits[:-1], limits[1:]))
# six pyramids with apex at the centre: integral of 1/r is
# (h/2) times the integral of 1/r over the face, for each pyramid
y, z = np.meshgrid(h * NODES, h * NODES)
face_integral = h * h * np.sum(np.outer(WEIGHTS, WEIGHTS)
                               / np.sqrt(h * h + y * y + z * z))
cartesian_average = -coulomb / side**3 * 6 * (h / 2) * face_integral
assert abs(radial_average - cartesian_average) < 1e-6
sphere_radius = side * (3 / (4 * PI))**(1 / 3)
sphere_average = -coulomb * 1.5 / sphere_radius
assert sphere_average < radial_average
hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"e^2/(4 pi eps0) = {coulomb:.4f} eV A")
print(f"mean energy, cube, radial    = {radial_average:.4f} eV"
      f" = {radial_average / hartree:.5f} hartree")
print(f"mean energy, cube, Cartesian = {cartesian_average:.4f} eV")
print(f"equal-volume sphere radius   = {sphere_radius:.4f} A")
print(f"mean energy, sphere          = {sphere_average:.4f} eV")
print(f"sphere minus cube            = "
      f"{sphere_average - radial_average:.4f} eV")
print("PASS")
```

Running it gives:

```
cube side = 3.00 A, half side h = 1.50 A
face distance   = 1.5000 A
edge distance   = 2.1213 A
corner distance = 2.5981 A
r (A), f formula, f slices, f counted, sigma_00:
 1.2000 1.00000 1.00000 1.00000 3.54491
 1.5000 1.00000 1.00000 1.00000 3.54491
 1.6500 0.72727 0.72727 0.72721 2.57811
 1.8000 0.50000 0.50000 0.49999 1.77245
 2.0000 0.25000 0.25000 0.25005 0.88623
 2.1213 0.12132 0.12132 0.12126 0.43007
 2.2000 0.06952 0.06952 0.06951 0.24643
 2.3000 0.03255 0.03255 0.03256 0.11538
 2.4000 0.01236 0.01236 0.01235 0.04382
 2.5000 0.00265 0.00265 0.00263 0.00940
 2.5981 0.00000 0.00000 0.00000 0.00000
slope below/above face: -0.0000 / -2.0000 1/A
slope below/above edge: -1.0000 / -0.9997 1/A
slope below corner: 0.0000 1/A
curvature just below edge = 0.945 1/A^2
eps = r/r_edge - 1, curvature (1/A^2), divergent part by formula:
 1e-02 6.387 6.002
 1e-03 19.757 18.980
 1e-04 60.946 60.021
edge excess: power = 1.499, factor = 3.601
curvature below corner: numeric 0.491, limit 0.490 1/A^2
volume centre to face: 14.1372 A^3, share 52.36 %
volume face to edge: 11.9197 A^3, share 44.15 %
volume edge to corner: 0.9431 A^3, share 3.49 %
recovered volume = 27.000000 A^3 = 182.205 bohr^3
side cubed       = 27.000000 A^3
Gauss points in total: 18 to 36
worst volume error, one panel:    1.0e-01 A^3
worst volume error, three panels: 7.7e-05 A^3
e^2/(4 pi eps0) = 14.3996 eV A
mean energy, cube, radial    = -11.4241 eV = -0.41983 hartree
mean energy, cube, Cartesian = -11.4241 eV
equal-volume sphere radius   = 1.8611 A
mean energy, sphere          = -11.6061 eV
sphere minus cube            = -0.1820 eV
PASS
```
